# How phonon scales and electron-phonon coupling depend on the mass ratio

## Problem

A crystal contains electrons of mass \(m\) and ions of mass \(M\gg m\). Define

\[
\kappa=\left(\frac{m}{M}\right)^{1/4}.
\]

The electronic structure has one characteristic length \(a\) and one characteristic energy

\[
E_0=\frac{\hbar^2}{ma^2},
\]

the kinetic energy scale of an electron confined to the length \(a\). The ions vibrate harmonically about a stable structure, and the electrons follow them adiabatically.

(a) With which power of \(\kappa\) do the zero-point displacement \(u\), the phonon energy \(\hbar\omega\) and the electron-phonon matrix element \(g\) scale?

(b) The dimensionless coupling is \(\lambda=2N_Fg^2/(\hbar\omega)\), where \(N_F\) is the density of states at the Fermi level per spin and per atom. What does \(\lambda\) measure, and how does it depend on \(M\)?

(c) Do the powers survive in an anharmonic well?

(d) Find the actual numbers for a model metal with one electron per ion, density parameter \(r_s=3\) bohr and \(M=50000\,m\).

## Solution of (a): three powers

**What the electrons supply.** Hold the ions fixed. The electronic Hamiltonian then contains \(m\), the charges and the ionic positions, but not \(M\). If an ion is displaced by \(x\), the total energy of the clamped system and the energy of an electron state must therefore have the forms

\[
E(x)=E_0\,f(x/a),\qquad \varepsilon(x)=E_0\,h(x/a),
\]

with functions \(f\) and \(h\) free of \(M\). Two derivatives at equilibrium matter:

\[
K=E''(0)=\frac{E_0}{a^2}f''(0),\qquad
D=\varepsilon'(0)=\frac{E_0}{a}h'(0).
\]

\(K\) is the stiffness and \(D\) the change of electron energy per unit displacement. The estimate assumes that the pure numbers \(f''(0)\) and \(h'(0)\) are neither very small nor very large. For a phonon, \(x\) is the amplitude of the displacement pattern and \(D\) becomes a matrix element between two electron states; the dimensions are unchanged.

**Phonon energy.** The equation of motion \(M\ddot x=-Kx\) gives \(\omega=\sqrt{K/M}\). Hence

\[
\hbar\omega\sim\sqrt{\frac{\hbar^2E_0}{Ma^2}}
=\sqrt{\frac{m}{M}\,\frac{\hbar^2}{ma^2}\,E_0}
=\sqrt{\frac mM}\,E_0=\kappa^2E_0 .
\]

**Displacement.** In the oscillator ground state, half of the energy \(\hbar\omega/2\) is potential energy, so \(\tfrac12K\langle x^2\rangle=\tfrac14\hbar\omega\). With \(K=M\omega^2\),

\[
u^2\equiv\langle x^2\rangle=\frac{\hbar\omega}{2K}=\frac{\hbar}{2M\omega}
\sim\frac{\kappa^2E_0}{E_0/a^2}=\kappa^2a^2,
\qquad u\sim\kappa a .
\]

This is a zero-temperature result. When \(k_BT\gg\hbar\omega\), equipartition gives \(\langle x^2\rangle=k_BT/K\), which contains no \(M\). The matrix element below is always defined with the zero-point amplitude.

**Matrix element.** The displacement operator is \(x=u(b+b^\dagger)\), where \(b^\dagger\) creates a phonon. To first order the electron energy changes by \(Dx\), so the amplitude for emitting one phonon is

\[
g=Du\sim\frac{E_0}{a}\,\kappa a=\kappa E_0 .
\]

In a crystal of \(N\) cells each matrix element carries a further factor \(1/\sqrt N\). It is kept outside \(g\), and its square turns the sum over final states into an average per atom.

Although \(g\) is small compared with \(E_0\), it is large compared with the phonon energy: \(g/(\hbar\omega)\sim1/\kappa\). This ratio alone does not decide whether the coupling is strong, because an electron in a metal scatters into a continuum of states.

## Solution of (b): the coupling

**What \(\lambda\) measures.** Consider one phonon energy \(\hbar\omega\), a constant \(g\), and a constant density of states from \(-W\) to \(W\) about the Fermi level, at zero temperature. Add an electron of energy \(\varepsilon\), with \(|\varepsilon|<\hbar\omega\). Second-order perturbation theory shifts its energy in two ways.

First, the electron can virtually emit a phonon and enter an empty state of energy \(s>0\). The energy denominator is \(\varepsilon-s-\hbar\omega\).

Second, before the electron was added, a filled state at \(-s\) could virtually send its electron into the state \(\varepsilon\), with denominator \(-s-\varepsilon-\hbar\omega\). The added electron blocks this process. The lost energy lowering enters with the opposite sign, so the total is

\[
\Sigma(\varepsilon)=N_Fg^2\int_0^W\!ds\left[
\frac{1}{\varepsilon-s-\hbar\omega}+\frac{1}{\varepsilon+s+\hbar\omega}\right].
\]

The spin is conserved, which is why \(N_F\) counts one spin. At \(\varepsilon=0\) the two terms cancel. Their derivatives add:

\[
\Sigma'(0)=-2N_Fg^2\int_0^W\!\frac{ds}{(s+\hbar\omega)^2}
=-2N_Fg^2\left[\frac1{\hbar\omega}-\frac1{W+\hbar\omega}\right]
=-\lambda\,\frac{W}{W+\hbar\omega}.
\]

For \(\hbar\omega\ll W\) the slope is \(-\lambda\). For an electron with bare energy \(\varepsilon_k\), second-order theory alone evaluates the shift at \(\varepsilon_k\) and gives \(\varepsilon_k(1-\lambda)\), which is adequate only for small \(\lambda\). Letting the same one-phonon process repeat any number of times puts the actual energy \(\varepsilon\) into the denominators; this is Dyson's equation. Then \(\varepsilon=\varepsilon_k+\Sigma(\varepsilon)\approx\varepsilon_k-\lambda\varepsilon\), or

\[
\varepsilon=\frac{\varepsilon_k}{1+\lambda}.
\]

The band near the Fermi level is flattened, and the effective mass grows by the factor \(1+\lambda\) in this approximation.

**Dependence on the ionic mass.** Insert \(g^2=D^2\hbar/(2M\omega)\):

\[
\lambda=\frac{2N_F}{\hbar\omega}\,\frac{\hbar D^2}{2M\omega}
=\frac{N_FD^2}{M\omega^2}=\frac{N_FD^2}{K}.
\]

In the harmonic theory \(M\) has disappeared before any estimate is made. One conduction electron per atom, spread over a band of width about \(E_0\), gives \(N_F\sim1/E_0\). Therefore

\[
\lambda\sim\frac1{E_0}\,\frac{E_0^2/a^2}{E_0/a^2}=1=\kappa^0 .
\]

"Of order one" thus means of zeroth order in \(\kappa\). The value itself is a product of electronic numbers and may be well below or above 1.

The cancellation has a static meaning. Let a constant force \(D\) act on the oscillator, with energy \(\tfrac12Kx^2+Dx\). The minimum lies at \(x=-D/K\), and the energy gained is

\[
\frac{D^2}{2K}=\frac{g^2}{\hbar\omega}.
\]

A static relaxation energy cannot depend on inertia. A heavier ion has a smaller zero-point amplitude, which lowers \(g^2\), and a lower phonon energy, which lowers the denominator by the same factor.

**When the estimate fails.** If a mode softens, \(K\to0\) at fixed \(D\), then \(\lambda\) grows without help from \(M\), until the harmonic theory breaks down. If symmetry or weak scattering makes \(D\) small, \(\lambda\) is small. If the band is narrow, \(N_F\) is much larger than \(1/E_0\), and \(\hbar\omega\ll W\) may fail as well.

**The parameter for vertex corrections.** A correction to the vertex contains one more virtual phonon, hence a factor \(g^2\) and two more energy denominators. Roughly \(N_F\hbar\omega\) electron states lie within a phonon energy of the Fermi level. For a general momentum transfer, one denominator can be about \(\hbar\omega\), while the other is about the Fermi energy \(E_F\). The relative correction is then of order

\[
N_F\hbar\omega\,\frac{g^2}{\hbar\omega\,E_F}
=\frac{N_Fg^2}{E_F}=\frac{\lambda}{2}\,\frac{\hbar\omega}{E_F}\sim\kappa^2 .
\]

This is a phase-space estimate, not a proof. It counts states and ignores the signs of the denominators, so cancellations can make the correction much smaller. If the momentum transfer \(p\) is so small that both denominators can be about \(\hbar\omega\), the same count gives \(N_Fg^2/(\hbar\omega)\sim\lambda\), but whether this size is reached depends on the energy transfer \(\hbar\Omega\). In the constant-density model above, for \(v_Fp\ll\Omega\ll\omega\) the correction tends to \(-\Sigma'(0)\approx\lambda\), and the small factor is lost. For \(\Omega\ll v_Fp\ll\omega\) the large terms cancel and the correction is \(-\lambda\hbar\omega/(W+\hbar\omega)\), still small. An acoustic phonon has \(\Omega/(v_Fp)\sim\kappa^2\), the ratio of the sound speed to the Fermi velocity, so its correction keeps the small factor.

## Solution of (c): an anharmonic well

Take \(a=1\) bohr and \(E_0=1\) hartree, and use atomic units, \(\hbar=m=e=1\), from here on. Let the ion move in

\[
V(x)=\tfrac12\left(1-e^{-x}\right)^2=\tfrac12x^2-\tfrac12x^3+\dots,
\]

and let the electron level vary as \(e^{-x}\). Then \(K=1\) and \(|D|=1\). Set \(x=\kappa y\). Since \(1/M=\kappa^4\), the kinetic energy is \(\kappa^4p_x^2/2=\kappa^2p_y^2/2\), and

\[
H=\kappa^2\left[\tfrac12p_y^2+\tfrac12y^2-\tfrac12\kappa y^3+\dots\right].
\]

The powers found in (a) are now visible: \(y\) is of order one and the energy carries \(\kappa^2\). The bracket is unchanged if \(\kappa\to-\kappa\) and \(y\to-y\) together. Its energies and the variance of \(y\) are therefore even in \(\kappa\). The level \(e^{-\kappa y}\) has the same symmetry, so the magnitude of its one-phonon element, divided by \(|\kappa|\), is even too. The first relative corrections are of order \(\kappa^2\), not \(\kappa\).

Diagonalizing \(H\) with the full well and the full exponential level gives:

| \(M/m\) | \(u/\kappa\) | \(\omega/\kappa^2\) | \(g/\kappa\) | \(g^2/\omega\) |
|---|---|---|---|---|
| \(10^3\) | 0.7156 | 0.9684 | 0.6901 | 0.4918 |
| \(10^4\) | 0.7098 | 0.9900 | 0.7018 | 0.4975 |
| \(10^5\) | 0.7079 | 0.9968 | 0.7054 | 0.4992 |

Here \(\omega\) is the first excitation energy and \(u\) the rms deviation from the mean position. The harmonic limits are \(1/\sqrt2\approx0.7071\), \(1\), \(1/\sqrt2\) and \(D^2/(2K)=1/2\). Every entry was tested to lie within a relative deviation of \(1.5\,\kappa^2\) from its limit. In this well \(g^2/\omega\) does depend on the mass, but weakly: it rises by about 1.5% of its value while \(M\) changes by a factor of 100. The powers survive because the well has a harmonic term with \(K\) of order \(E_0/a^2\). In a purely quartic well, balancing the kinetic energy \(\kappa^4/u^2\) against \(u^4\) gives \(u\sim\kappa^{2/3}\) instead. Then \(\omega\sim u^4\sim\kappa^{8/3}\), and for a level linear in \(x\), \(g\sim\kappa^{2/3}\). Hence \(g^2/\omega\sim\kappa^{-4/3}\) grows as \(M^{1/3}\), and the mass no longer cancels.

## Solution of (d): a model metal

**The model.** The ions form a smooth fluid of charge \(+1\) per ion and mean density \(n=3/(4\pi r_s^3)\). The electrons respond in the Thomas-Fermi approximation. The Fermi wavenumber is \(k_F=(3\pi^2n)^{1/3}\), and \(E_F=k_F^2/2\). Choose \(a=1/k_F\), so that \(E_0=k_F^2=2E_F\).

Displace the ions along \(x\) by \(A\sin qx\). Conservation of ions gives, to first order in \(A\),

\[
\delta n_i=-n\,\frac{d}{dx}(A\sin qx)=-nqA\cos qx .
\]

Let \(V\) be the resulting potential energy of an electron. The Thomas-Fermi density is \(n_e=[2(E_F-V)]^{3/2}/(3\pi^2)\), so to first order \(\delta n_e=-(k_F/\pi^2)V\). For an electron, Poisson's equation reads

\[
V''=4\pi(\delta n_i-\delta n_e)=4\pi\,\delta n_i+k_s^2V,\qquad
k_s^2=\frac{4k_F}{\pi}.
\]

With \(V''=-q^2V\),

\[
V=-\frac{4\pi\,\delta n_i}{q^2+k_s^2}=DA\cos qx,\qquad
D=\frac{4\pi nq}{q^2+k_s^2}.
\]

The potential energy is higher where ions have been removed, as it should be. An ion has the opposite charge and potential energy \(-V\). The force on it is \(+V'=-qDA\sin qx\), which opposes the displacement \(A\sin qx\). Thus

\[
K=qD=\frac{4\pi nq^2}{q^2+k_s^2}.
\]

The density of states per volume and spin is \(k_F/(2\pi^2)\), hence \(N_F=k_F/(2\pi^2n)\) per atom, and

\[
\lambda_q=\frac{N_FD^2}{K}=\frac{N_FD}{q}
=\frac{2k_F/\pi}{q^2+k_s^2}=\frac12\,\frac{k_s^2}{q^2+k_s^2}.
\]

**Test of \(K\) and \(D\).** The nonlinear Thomas-Fermi-Poisson problem was solved for \(qA=0.01\), with \(K\) taken from the energy and \(D\) from the potential:

| \(q/k_F\) | \(K\) (hartree/bohr²) | \(D\) (hartree/bohr) | \(\lambda_q\) |
|---|---|---|---|
| 0.05 | 0.000139 | 0.00436 | 0.499 |
| 0.5 | 0.01240 | 0.0388 | 0.444 |
| 1 | 0.03716 | 0.0581 | 0.333 |
| 2 | 0.07419 | 0.0580 | 0.166 |

\(K\) and \(D\) agree with the formulas within the tested relative tolerance of 0.2%. For long waves \(K\) falls as \(q^2\) and \(D\) as \(q\), so \(\lambda_q\) tends to \(1/2\) although the phonon energy vanishes.

**One phonon, \(q=k_F\).** The inputs are \(k_F=0.6397\) bohr⁻¹, \(E_0=0.4092\) hartree \(=11.136\) eV, \(a=0.8272\) Å and \(\kappa=0.06687\). Then

\[
\omega=\sqrt{\frac{0.03716}{50000}}=8.62\times10^{-4}\ \text{hartree},
\]
\[
u=\frac{1}{\sqrt{2(50000)(8.62\times10^{-4})}}=0.1077\ \text{bohr},
\]
\[
g=(0.0581)(0.1077)=6.26\times10^{-3}\ \text{hartree}.
\]

These are 23.5 meV, 0.0570 Å and 170 meV. With \(N_F=0.1347\) eV⁻¹,

\[
\lambda_q=\frac{2(0.1347)(0.1702)^2}{0.02346}=0.333 .
\]

The same mode for a fourfold mass shows the powers:

| Quantity | \(M=50000\,m\) | \(M=200000\,m\) |
|---|---|---|
| \(\kappa\) | 0.0669 | 0.0473 |
| \(u\) (Å) | 0.0570 | 0.0403 |
| \(\hbar\omega\) (meV) | 23.5 | 11.7 |
| \(g\) (meV) | 170 | 120 |
| \(g/(\hbar\omega)\) | 7.3 | 10.3 |
| \(\lambda_q\) | 0.333 | 0.333 |
| \(\lambda_q\hbar\omega/E_F\) | 0.0014 | 0.0007 |

The displacement and \(g\) fall by \(\sqrt2\), the phonon energy by 2, and \(\lambda_q\) stays put. With \(W=E_F\), \(\hbar\omega/W\) is 0.00421 for the lighter ion and 0.00211 for the heavier one. The slope \(-\lambda_qW/(W+\hbar\omega)\) derived in (b) is then \(-0.3314\) and \(-0.3321\), approaching \(-\lambda_q=-0.3328\) as \(\hbar\omega/W\) falls. Numerical integration of \(\Sigma\), with a difference quotient over \(\varepsilon=\pm0.05\,\hbar\omega\), gives \(-0.3317\) and \(-0.3324\). The excess comes from the finite step: \(\Sigma\) contains \(N_Fg^2\ln[(\hbar\omega-\varepsilon)/(\hbar\omega+\varepsilon)]=-\lambda_q\varepsilon\,[1+\varepsilon^2/(3\hbar^2\omega^2)+\dots]\), which adds \(\lambda_q(0.05)^2/3\approx0.0003\) to the magnitude.

**The prefactors.** For both masses, \(u/(\kappa a)=1.03\), \(\hbar\omega/(\kappa^2E_0)=0.47\) and \(g/(\kappa E_0)=0.23\). They can be traced. In units of \(E_0/a^2\) the stiffness is \(0.03716/0.4092^2=0.222\). Its square root is 0.47, and \(1/\sqrt{2(0.47)}=1.03\). Because \(D=K/q\) and \(q=1/a\) here, \(D\) is also 0.222 in its unit \(E_0/a\), and \(0.222\times1.03=0.23\). Finally \(N_FE_0=0.1347\times11.136=1.50\), so \(\lambda_q=1.50\times0.222=0.333\).

**All phonons in the displacement.** A single-mode amplitude grows as \(q^{-1/2}\) for long waves, because \(\omega\propto q\). The mean square displacement of an ion averages \(1/(2M\omega)\) over the modes. With one longitudinal mode per ion, these fill a sphere of radius \(q_D=(6\pi^2n)^{1/3}\):

\[
\langle u^2\rangle=\frac{3}{q_D^3}\int_0^{q_D}\frac{q^2\,dq}{2M\omega_q}
=\frac{(q_D^2+k_s^2)^{3/2}-k_s^3}{2q_D^3\sqrt{4\pi nM}} .
\]

The second form follows from \(1/\omega_q=\sqrt{M/(4\pi n)}\,\sqrt{q^2+k_s^2}/q\). The phase-space factor \(q^2\) removes the divergence. The rms value is 0.061 Å, or \(1.10\,\kappa a\), so the sum over modes keeps the scale \(\kappa a\). A fluid has no shear modes; in a solid they would add to this.

**All scattering angles in the coupling.** An electron scattered through an angle \(\theta\) on the Fermi sphere transfers \(q^2=2k_F^2(1-\cos\theta)\). Directions are uniform in \(\cos\theta\), so \(q^2\) is uniform between 0 and \(4k_F^2\):

\[
\lambda=\int_0^{4k_F^2}\frac{d(q^2)}{4k_F^2}\,\frac{k_s^2/2}{q^2+k_s^2}
=\frac{k_s^2}{8k_F^2}\ln\!\left(1+\frac{4k_F^2}{k_s^2}\right).
\]

With \(k_s^2=0.8145\) bohr⁻² this is \(0.2488\times\ln3.010=0.274\). Averaging the nonlinear solutions over angles gives the same three digits. For other densities:

| \(r_s\) (bohr) | 2 | 3 | 4 | 5 |
|---|---|---|---|---|
| \(\lambda\) | 0.231 | 0.274 | 0.305 | 0.328 |

Writing \(y=4k_F^2/k_s^2=\pi k_F\), with \(k_F\) in bohr⁻¹, turns the formula into \(\lambda=\ln(1+y)/(2y)\). Since \(\ln(1+y)<y\), this model has \(\lambda<1/2\) at every density. At very high density \(y\) is large and \(\lambda\) becomes small. The one-length assumption has then failed: \(1/k_F\) is much shorter than the bohr, and the Coulomb interaction is weak compared with the kinetic energy.

**What the numbers are worth.** The model omits the ion cores, the lattice with its umklapp processes, and exchange and correlation. Thomas-Fermi screening is a long-wave approximation, yet the average uses it up to \(q=2k_F\), beyond \(q_D=1.26\,k_F\). These choices move the number. At \(r_s=3\) bohr, Lindhard screening in place of Thomas-Fermi gives 0.30, and keeping only \(q<q_D\) gives 0.15. Adding a local-density exchange-correlation kernel to the Lindhard screening gives about 0.7, because it softens the long-wave stiffness by a factor of about 0.45. At \(r_s=5\) bohr that factor is about 0.05 and the core-free fluid is close to instability, so the bound \(\lambda<1/2\) and the trend with \(r_s\) belong to the Thomas-Fermi model only. The value \(\lambda\approx0.3\) is thus an order-of-magnitude estimate for a simple model, not a prediction for a particular metal. The cancellation of \(M\) does not rest on these approximations; it needs harmonic ions and a \(K\), \(D\) and \(N_F\) fixed by the electrons alone. The full set of values is in the numerical output below.

## Numbers as computed

```
Anharmonic well, results divided by their powers of kappa (a.u.)
M/m=1000 kappa=0.1778: u/kappa=0.7156 omega/kappa^2=0.9684
   g/kappa=0.6901 g^2/omega=0.4918
M/m=10000 kappa=0.1000: u/kappa=0.7098 omega/kappa^2=0.9900
   g/kappa=0.7018 g^2/omega=0.4975
M/m=100000 kappa=0.0562: u/kappa=0.7079 omega/kappa^2=0.9968
   g/kappa=0.7054 g^2/omega=0.4992
Model metal, one electron per ion
r_s = 3.0 bohr, M/m = 50000, M = 27.43 u
kappa = 0.06687, kappa^2 = 0.004472
density n = 0.008842 bohr^-3
k_F = 0.6397 bohr^-1, k_s^2 = 0.8145 bohr^-2
E_F = 5.568 eV, E0 = 11.136 eV
a = 1/k_F = 0.8272 angstrom
N_F = 0.1347 per eV, spin and atom
Nonlinear solution: q/k_F, K (Ha/bohr^2), D (Ha/bohr), lambda_q
   0.05  0.000139  0.004358  0.4993
   0.50  0.012400  0.038763  0.4442
   1.00  0.037158  0.058083  0.3328
   2.00  0.074194  0.057989  0.1661
Phonon at q = k_F for M/m = 50000, kappa = 0.06687
   u = 0.05699 angstrom; kappa a = 0.05532; ratio 1.030
   omega = 23.46 meV; kappa^2 E0 = 49.80; ratio 0.471
   g = 170.2 meV; kappa E0 = 744.7; ratio 0.229
   g/omega = 7.26, lambda_q = 0.3328, lambda_q omega/E_F = 0.001402
   minus self-energy slope = 0.3317
Phonon at q = k_F for M/m = 200000, kappa = 0.04729
   u = 0.04030 angstrom; kappa a = 0.03912; ratio 1.030
   omega = 11.73 meV; kappa^2 E0 = 24.90; ratio 0.471
   g = 120.4 meV; kappa E0 = 526.6; ratio 0.229
   g/omega = 10.26, lambda_q = 0.3328, lambda_q omega/E_F = 0.000701
   minus self-energy slope = 0.3324
q_D/k_F = 1.2599, longitudinal rms displacement = 0.0610 angstrom
rms displacement/(kappa a) = 1.102
Fermi-sphere lambda: numerical 0.2741, formula 0.2741
   r_s = 2 bohr: lambda = 0.231
   r_s = 3 bohr: lambda = 0.274
   r_s = 4 bohr: lambda = 0.305
   r_s = 5 bohr: lambda = 0.328
```
